# Kinetic Monte Carlo of Coulomb-coupled trap hopping: the cost of energy updates

A simulation of charge hopping between traps can choose its next event in a few operations and still become unusably slow. With Coulomb interactions, each hop changes the energies of hops throughout the cell. If these are recomputed from pair sums, the work per hop grows as the square of the number of carriers. If distant changes are simply ignored, the rates drift away from those of the stated model, by an unknown amount. A fast event search cures neither fault. What is needed is an update rule whose cost is known and whose typical error can be estimated.

## 1. The model and its hop energies

Take $N=L^3$ traps on a periodic cubic lattice of spacing $a$, holding $n$ electrons, at most one per trap. Lengths below are in units of $a$ and energies in eV. Trap $i$ has energy $\varepsilon_i$. The field has magnitude $F$ and pushes electrons along $+x$. Fixed positive charge, smeared uniformly, makes the cell neutral. The Coulomb energy at one spacing is

$$C=\frac{e^2}{4\pi\epsilon_0\epsilon_r a}.$$

The periodic Green function $G$ is the potential of a unit charge, its images and its background, with conducting boundary conditions at infinity. Its Fourier coefficients are $4\pi/k^2$, without the $k=0$ term. Ewald's splitting at inverse length $\eta$ gives

$$G(\mathbf r)=\sum_{\mathbf m}\frac{\operatorname{erfc}(\eta|\mathbf r+L\mathbf m|)}{|\mathbf r+L\mathbf m|}+\frac{4\pi}{N}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\eta^2}}{k^2}\cos\mathbf k\cdot\mathbf r-\frac{\pi}{\eta^2N}.$$

The last term makes the cell average of $G$ zero, because the first sum integrates to $4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\pi/\eta^2$. At the origin define $G(0)=\lim_{r\to0}[G(\mathbf r)-1/r]$. For charges of alternating sign on a cubic lattice, this $G$ gives the potential sum $-1.747565$; a direct sum over a large neutral cube agrees to within $10^{-5}$.

Let carrier $c$ hop from $i$ to an empty neighbour $j$. Only its own interactions change:

$$\Delta E=\varepsilon_j-\varepsilon_i-eFa\,\Delta x+C\sum_{k\ne c}[G(\mathbf r_j-\mathbf r_k)-G(\mathbf r_i-\mathbf r_k)].$$

It is convenient to keep a potential map that includes every carrier, $\phi(\mathbf s)=C\sum_kG(\mathbf s-\mathbf r_k)$. Carrier $c$, still at $i$, contributes $CG(\mathbf r_j-\mathbf r_i)$ to $\phi_j$ and $CG(0)$ to $\phi_i$. Removing both gives

$$\Delta E=\varepsilon_j-\varepsilon_i-eFa\,\Delta x+\phi_j-\phi_i-C[G(\mathbf r_j-\mathbf r_i)-G(0)].$$

In the worked example below, this expression agreed with differences of complete pair energies to about $10^{-15}$ eV over the sampled hops.

The hop rate is of Miller–Abrahams form,

$$R=\nu\exp[-\max(\Delta E,0)/k_BT],\qquad \nu=\nu_0e^{-2\alpha a},$$

and is zero if the target is occupied. Here $\nu_0$ is the attempt rate and $\alpha$ the decay constant of the trapped wavefunction. At zero field, forward and reverse rates have the ratio $e^{-\Delta E/k_BT}$, as detailed balance requires.

## 2. Selection without rejection

Let $R_{\rm tot}$ be the sum of all $M=6n$ rates. Between hops the rates are constant, so the survival probability obeys $dS/dt=-R_{\rm tot}S$. Hence $S=e^{-R_{\rm tot}t}$, and a waiting time is drawn as $t=-\ln u/R_{\rm tot}$ with $u$ uniform on $(0,1)$. The event that ends the wait is event $q$ with probability $R_q/R_{\rm tot}$.

Store the rates as leaves of a binary tree, padded with zeros to $P$ leaves, where $P$ is a power of two. Each parent holds the sum of its two children. Draw $x$ uniformly between zero and $R_{\rm tot}$. At each node, go left if $x$ is smaller than the left child; otherwise subtract the left child from $x$ and go right. A leaf is reached after $\log_2P$ levels, and the interval of $x$ leading to it has length equal to its rate.

Changing one leaf costs $\log_2P$ additions. Changing many leaves should not repeat this path for each one: update all leaves first, then each distinct ancestor once, level by level. That takes at most $P-1$ additions. With 64 carriers there are 384 events and 512 padded leaves. Selection descends 9 levels; a full rebuild takes 384 additions, against $384\times9=3456$ leaf by leaf.

The whole procedure can be compared with a master equation when the system is small. Two carriers on 27 sites have $27\times26/2=351$ configurations. For $C=1$ eV, $k_BT=0.1$ eV, $eFa=0.2$ eV and disorder 0.05 eV, the stationary solution gives a summed velocity of 1.519 sites per $1/\nu$ and a probability 0.0311 that the carriers are neighbours. The simulation gave $1.501\pm0.042$ and $0.0307\pm0.0016$. Without interaction the contact probability is 0.232, so this comparison would expose missing Coulomb terms.

## 3. Why the tree does not set the cost

Suppose one carrier hops by $\mathbf a$ from the origin, while another, at $\mathbf r$, may hop by $\mathbf b$. With $g=1/r$, the energy of the second hop changes by

$$C[g(\mathbf r+\mathbf b-\mathbf a)-g(\mathbf r+\mathbf b)-g(\mathbf r-\mathbf a)+g(\mathbf r)].$$

Expanding to first order in each displacement leaves $-C\sum_{ij}a_ib_j\partial_i\partial_jg$. Since $\partial_i\partial_j(1/r)=(3\hat r_i\hat r_j-\delta_{ij})/r^3$, the change at distance $r\gg1$ is

$$\delta(\Delta E)\simeq\frac{C}{r^3}\left[\mathbf a\cdot\mathbf b-3(\mathbf a\cdot\hat{\mathbf r})(\mathbf b\cdot\hat{\mathbf r})\right].$$

It is small far away but not zero. In the worked example, one hop changed the energies of all the open events of unmoved carriers that were compared, and 75.7% of their rates. The other rates can stay constant because a downhill rate is $\nu$ whatever the size of the energy drop.

An exact event list stores the potential at each carrier and its six neighbours. For each unmoved carrier, the old and new positions of the mover require two kernel reads at seven sites, or 14 reads. The mover needs at most seven fresh sums over $n-1$ partners. The total is therefore at most

$$14(n-1)+7(n-1)=21(n-1)$$

reads per hop. This is $O(n)$, while selection is $O(\log n)$. Recomputing every sum from scratch would take $7n(n-1)$ reads.

## 4. A smooth split instead of a sharp cutoff

One might update the map only within a radius $R$ of the hop. But the hop changes the potential at the surface of this sphere by about $C(\mathbf a\cdot\hat{\mathbf r})/R^2$. A bond crossing the surface has one end corrected and the other not, so its energy is wrong by order $C/R^2$, larger than the omitted physical change of order $C/R^3$.

Split the kernel smoothly:

$$\frac1r=\frac{\operatorname{erfc}(\kappa r)}r+\frac{\operatorname{erf}(\kappa r)}r.$$

Let $g_s$ be the first term and $G_l=G-g_s$ the smooth remainder. At the origin set $g_s(0)=\lim_{r\to0}[g_s(r)-1/r]=-2\kappa/\sqrt\pi$, so that $G_l$ is continuous there. After each hop, update $g_s$ inside radius $s/\kappa$. Leave $G_l$ at its value from the last refresh, when carrier $k$ stood at $\boldsymbol\rho_k$. The map is then

$$\phi(\mathbf s)=C\sum_k[G_l(\mathbf s-\boldsymbol\rho_k)+g_s(\mathbf s-\mathbf r_k)].$$

The self-interaction must be removed in the same form. For carrier $c$, subtract from $\phi_j-\phi_i$

$$C[G_l(\mathbf r_j-\boldsymbol\rho_c)-G_l(\mathbf r_i-\boldsymbol\rho_c)+g_s(\mathbf r_j-\mathbf r_i)-g_s(0)].$$

Otherwise a carrier that has moved would feel a force from its own old position. Immediately after a refresh, $\boldsymbol\rho_c=\mathbf r_i$ and the subtraction reduces to that of Section 1.

One cycle of the algorithm is:

1. Draw the waiting time and select an event by tree descent.
2. Move the carrier; subtract $Cg_s$ around its old site and add it around its new site.
3. Recompute the rates of carriers in these two balls and update their distinct tree ancestors.
4. Update $\Sigma=\sum_cD_c^2$, where $\mathbf D_c=\mathbf r_c-\boldsymbol\rho_c$ is an unwrapped net displacement.
5. When $\Sigma$ reaches its threshold, recompute $\phi$ by fast Fourier transform, rebuild all rates and reset $\Sigma$.

The monitor uses net displacements, so a carrier that jumps out and back leaves no stale energy and adds nothing to $\Sigma$.

## 5. Error estimate

To leading order in $\mathbf D_c$, the error in the energy of a test hop $\mathbf b$ is, up to an overall sign,

$$C\sum_c\sum_{ij}D_{c,i}b_j\,\partial_i\partial_jG_l(\mathbf r-\boldsymbol\rho_c).$$

This requires $\kappa|\mathbf D_c|\ll1$ and $\kappa\ll1$. Assume also that the carriers are placed independently and uniformly relative to the test hop. Cross terms between carriers then vanish, because a derivative of a periodic function averages to zero. Averaging $\mathbf b$ over the three axes gives a factor $1/3$. Cubic symmetry makes the average independent of the direction of $\mathbf D_c$ and gives another $1/3$. Thus

$$\delta^2=\frac{C^2\Sigma}{9}\left\langle\sum_{ij}(\partial_i\partial_jG_l)^2\right\rangle.$$

The Fourier coefficients of $G_l$ are $(4\pi/k^2)e^{-k^2/4\kappa^2}$. Each pair of derivatives supplies $-k_ik_j$, and $\sum_{ij}k_i^2k_j^2=k^4$. Parseval's theorem therefore gives

$$\left\langle\sum_{ij}(\partial_i\partial_jG_l)^2\right\rangle=\frac{16\pi^2}{N^2}\sum_{\mathbf k\ne0}e^{-k^2/2\kappa^2}.$$

For $\kappa L\gg1$, replace the sum by an integral:

$$\sum_{\mathbf k}e^{-k^2/2\kappa^2}\simeq N\frac{(2\pi\kappa^2)^{3/2}}{(2\pi)^3}=\frac{N\kappa^3}{(2\pi)^{3/2}}.$$

The estimated variance is

$$\boxed{\delta^2=\frac{16\pi^2C^2\kappa^3\Sigma}{9(2\pi)^{3/2}N}}.$$

This is a mean square over hops, not a bound: the energy of a hop close to a displaced carrier can be wrong by several times $\delta$. It is also an average over directions: since $\langle k_x^4\rangle=k^4/5$ and $\langle k_x^2k_y^2\rangle=k^4/15$, hops parallel to a displacement have $9/5$ of this variance and perpendicular hops $3/5$.

At fixed error and $\kappa$, the allowed $\Sigma$ is proportional to $N$: a larger cell can make more hops between refreshes.

Two corrections can be calculated. The missing $k=0$ term lowers the variance by a fraction $(2\pi)^{3/2}/(\kappa^3N)$. Hops of finite length replace $k_i^2$ by $4\sin^2(k_i/2)\simeq k_i^2(1-k_i^2/12)$. For two such factors the fractional loss is

$$\frac1{12}\sum_{ij}\frac{k_i^2k_j^2(k_i^2+k_j^2)}{k^4}=\frac{1}{6k^2}\sum_ik_i^4.$$

Its angular average is $k^2/10$, since $\sum_ik_i^4$ averages to $3k^4/5$. The Gaussian weight has $\langle k^2\rangle=3\kappa^2$, so the loss is $0.3\kappa^2$.

For $L=16$ and $\kappa=0.5$, the two losses are 3.1% and 7.5%, predicting a ratio of 0.89 to the boxed formula. Direct averaging over all lattice offsets gave 0.898. For $L=32$ it gave 0.926 at $\kappa=0.5$ and 0.951 at $\kappa=0.25$, where the same corrections predict 0.92 and 0.95.

## 6. The best splitting length

Count one operation for each site written in the two balls. Their combined volume gives $A/\kappa^3$, with $A=8\pi s^3/3$. Assign $5N\log_2N$ operations to the two transforms of a refresh, the usual count for real data; complex transforms take twice as many. If $\Sigma$ grows by $g_D$ per hop, the interval is $\Sigma_{\max}/g_D$ hops. Inserting $\Sigma_{\max}$ from the boxed formula cancels $N$ outside the logarithm:

$$W=\frac A{\kappa^3}+B\kappa^3,\qquad B=5\log_2N\;\frac{16\pi^2C^2g_D}{9(2\pi)^{3/2}\delta^2}.$$

Setting $dW/d\kappa=-3A/\kappa^4+3B\kappa^2=0$ gives

$$\kappa_*=(A/B)^{1/6},\qquad W_*=2\sqrt{AB}\propto\frac{\sqrt{\log N}}{\delta}.$$

The proportionality holds at fixed filling, $C$, $s$ and $g_D$. It counts energy updates only. The number of locally changed rates also grows as $\kappa_*^{-3}\propto\sqrt{\log N}$, and each has at most $\log_2P$ ancestors, so tree maintenance is bounded by order $(\log N)^{3/2}$. The total remains far below linear growth in a sufficiently large cell.

There are two limits. As $\delta\to0$, $\kappa_*$ falls as $\delta^{1/3}$ and the local ball grows; by the time $s/\kappa_*$ reaches $L/2$, the writes in the two overlapping balls are about as many as the sites of the whole cell, and the split has lost its purpose. Against an exact event list the advantage ends where $W_*=2A/\kappa_*^3=21n$, that is at $s/\kappa_*=L\,(63n/16\pi N)^{1/3}$. This is $0.27L$ for $n/N=1/64$ and is smaller than $L/2$ only for fillings below about 0.1. For a loose tolerance, $\kappa_*$ becomes large and the small-$\kappa$ error formula fails. Moreover, $g_D$ is not strictly constant: persistent drift makes $D_c^2$ grow faster than linearly once a carrier makes several hops between refreshes.

## 7. Worked example

Take rough parameters in the regime of a defective porous organosilicate film: $\epsilon_r=3$, $a=2$ nm, 398 K, 1 MV/cm, trap depth 1.8 eV, Gaussian disorder 0.08 eV, effective mass $0.5m_e$ and $\nu_0=10^{13}$ s$^{-1}$. Then $k_BT=0.0343$ eV, $C=0.240$ eV and $eFa=0.200$ eV. The decay constant $\alpha=\sqrt{2mE_t}/\hbar=4.86$ nm$^{-1}$, with $E_t$ the trap depth, gives $\nu=3.6\times10^4$ s$^{-1}$.

The cell has $16^3$ traps and 64 carriers. Choose $\kappa=0.5$, $s=3$ and $\delta=5$ meV. The cutoff is six spacings, where the discarded kernel is worth $9\times10^{-7}$ eV. A carrier just outside a ball may have a target inside it; leaving its rate unchanged misses less than $2\times10^{-5}$ eV per hop. The boxed formula gives the threshold

$$\Sigma_{\max}=\frac{(0.005)^2\times4096}{1.114\times(0.240)^2\times0.125}\simeq12.8,$$

where $1.114=16\pi^2/[9(2\pi)^{3/2}]$. After 4000 relaxation hops, 9000 measured hops needed 703 refreshes, one per 12.8 hops. A cell of $32^3$ traps, started from eight copies of the relaxed configuration, needed 29 in 3000 hops, one per 103. The ratio is close to the factor of eight in volume.

At refresh, the predicted rms error was 5.08 meV, slightly above tolerance because $\Sigma$ increases in whole steps. The measured error was 4.77 meV over all lattice bonds and 4.12 meV over allowed events. The lattice ratio 0.898, which applies to displacements of one spacing, would reduce 5.08 to 4.81 meV, accounting for most of the first difference. Longer displacements lower the ratio further. The event average is taken only at the carriers, whose positions are not independent of one another, so the assumption of independent placement does not hold for it. The event probabilities had a mean total-variation error of 0.012 at refresh: on average, the probability of no set of next events was wrong by more than 1.2 percentage points. This does not bound the error of the long-time current.

For this small cell the split scheme is a poor bargain. The balls contain 925 sites each, so the count per hop is

$$2\times925+5\times4096\times12\times\frac{703}{9000}\simeq21\,000,$$

against $21\times63=1323$ for the exact event list. With the measured $g_D=1.03$ carried over to larger cells, the optimized scheme breaks even near 650 carriers, at about 13 500 operations per hop; with complex transforms the break-even moves to about 930 carriers. At 650 carriers $\kappa_*=0.32$, and the cutoff of 9.3 spacings fits within the half cell of 17.3. At 100 000 carriers the counts are $2.1\times10^6$ and $1.6\times10^4$. At these smaller $\kappa_*$ each carrier makes nearly one hop between refreshes, and drift raises $g_D$ to about 1.1; this moves the break-even to about 665 carriers and the last count to $1.7\times10^4$. These are operation counts; memory access and hardware can move the crossover in running time.

The mean advance is $2.83\times10^4$ sites/s per carrier. With density $1.95\times10^{18}$ cm$^{-3}$, the current density is

$$J=(1.602\times10^{-19})(1.95\times10^{18})(2.83\times10^4)(2\times10^{-7})\simeq1.8\times10^{-3}\ \mathrm{A/cm^2},$$

with a statistical error of about 2% for this one sample of trap energies. The velocity in the second half of the run was 6% below that in the first, which is within the scatter of such short stretches. Other samples of trap energies in the same cell give velocities up to about 9% lower, and a $24^3$ cell one about 2% higher, so the second digit of $J$ depends on the sample. The mobility is $5.7\times10^{-9}$ cm$^2$/Vs. The advance is 0.78 of $\nu$. Since a forward rate cannot exceed $\nu$, the current is close to the ceiling set by this rate law, and the field drop per spacing outweighs the disorder. The mobility quoted is therefore a nearly saturated velocity divided by the field, not a low-field mobility. In this regime the interaction hardly affects the current: without it the same sample also advances at 0.78 of $\nu$, so the current is no test of the Coulomb update.

This current is not a prediction for a sound interlayer film: the assumed density of connected traps and mobile carriers is high. The result is also very sensitive to the spacing: going from 2 to 3 nm multiplies $\nu$ by $e^{-2(4.86)(1)}\simeq6\times10^{-5}$, while a spacing shorter by 0.2 nm raises it sevenfold. Lattice relaxation, absent here, has the activation barrier $(\lambda+\Delta E)^2/4\lambda$ in Marcus theory. For $\lambda=0.5$ eV this gives a factor 0.026 between equal levels and about 0.27 for a drop of 0.2 eV. The absolute current is therefore uncertain by orders of magnitude.

Other omissions differ greatly in weight. Even with a field lowering of 0.54 eV, which applies if the empty trap is charged and the high-frequency permittivity is 2 (it is 0.44 eV for a permittivity of 3), thermal emission over the barrier to the band occurs at about $10^{-3}$ s$^{-1}$, far below the hopping rate. Direct tunnelling to the band through a triangular barrier, as for a trap that is neutral when empty, carries an exponent of $-117$. Diagonal hops have a bare rate $3\times10^{-4}$ of the nearest-neighbour one and compete when they lead downhill while the nearest exits lie uphill by more than about 0.28 eV. Electrostatics matters more. The image in a single electrode shifts a level by 0.060 eV at 2 nm, but by 0.0075 eV at 16 nm. A single discrete compensating charge at the mean carrier spacing of 8 nm would shift a level by 0.06 eV, comparable with the disorder; many such charges placed at random would spread the levels further. Without compensation, the carriers in a 32 nm film would produce an edge field of 1.9 MV/cm, larger than the applied field, so the neutral periodic cell would no longer describe the film. The full set of computed values is in the numerical output below.

## Calculated quantities

```
Alternating-lattice sum: direct -1.7475648, Ewald -1.7475646
Two-carrier velocity: KMC 1.5013 +/- 0.0418, master 1.5190 sites x bare rate
Two-carrier contact probability: KMC 0.0307 +/- 0.0016, master 0.0311
Without Coulomb: velocity 1.6300 sites x bare rate, contact 0.2318
Two-carrier test: Coulomb scale 1.0 eV, kT 0.1 eV, drive 0.2 eV, disorder 0.05 eV
Input spacing 2.0 nm; permittivity 3.0; temperature 398 K
Input field 1.0 MV/cm; trap depth 1.8 eV; disorder 0.08 eV
Input mass 0.5 electron masses; attempt rate 1.0e+13 1/s
Cell 16^3 = 4096 traps; carriers 64; density 1.953e+18 1/cm3
kT 0.03430 eV; Coulomb at one spacing 0.2400 eV; field drop per spacing 0.200 eV
Wavefunction decay 4.860 1/nm; bare hop rate 3.605e+04 1/s
Split kappa 0.50/spacing; cutoff 6.0 spacings; ball 925 sites
Cutoff kernel energy 8.84e-07 eV
Measured/predicted variance (L=16,k=.5; 32,.5; 32,.25): 0.8984, 0.9257, 0.9507
Tolerance 5.0 meV; refresh threshold sum(D^2) 12.77 spacings^2
Relaxation hops 4000; measured hops 9000; refreshes 703
Displacement growth 1.0297 spacings^2/hop
Stale-energy rms at refresh: predicted 5.078 meV, events 4.124 meV
Stale-energy rms over all lattice bonds: 4.770 meV
Mean total-variation error of event probabilities at refresh: 0.01154
Largest hop-energy mismatch from pair energies: 1.03e-15 eV
After one hop: energies changed 100.0%, rates changed 75.7% of unmoved open events
Tree: 384 events, 512 padded leaves, 9 descent levels
Parent additions: local update 137.5/hop, full rebuild 384
Separate leaf-by-leaf rebuild: 3456 parent additions
Velocity halves: 0.80869, 0.76158 sites x bare rate per carrier
Current density: 1.771e-03 +/- 3.8e-05 A/cm2
Mobility: 5.659e-09 cm2/Vs; net advance 2.829e+04 sites/s per carrier
Larger cell: 32^3 traps, 512 carriers, 29 refreshes in 3000 hops
Energy operations per hop in 16^3 cell: event list 1323, split 21047
Cost crossover: 646 carriers; 13540 operations/hop
At crossover: kappa 0.322/spacing, cutoff 9.31, half cell 17.29 spacings
At 100000 carriers: event list 2099979, split 16441 operations/hop; kappa 0.302/spacing
Band emission: fast permittivity 2.0, lowering 0.537 eV, rate 1.006e-03 1/s
Tunnelling-to-band exponent: 116.6
Diagonal/nearest bare hop rate: 3.182e-04; break-even energy 0.276 eV
Lattice relaxation 0.5 eV: equal-level activation factor 2.613e-02
Spacing shorter by 0.2 nm: bare rate factor 6.99
Electrode image energy: 0.0600 eV at 2 nm, 0.0075 eV at 16 nm
Uncompensated charge: edge field 1.885 MV/cm for 32 nm film
Discrete compensator energy scale: 0.0600 eV
```
